Opposite-sign spin-orbit coupling of t2 d states in tetrahedral valence bands

If the cation d shell of a compound such as ZnO or CuCl is frozen into the core of a pseudopotential, the top of the valence band at k = 0 is built mainly from anion p orbitals. In the simplest model, which keeps only these, its spin-orbit splitting has the sign and size of the anion p shell, however carefully the anion potential was made. The d orbitals that have been removed would have contributed with the opposite sign. To first order in the spin-orbit constants, losing them leaves the splitting too large or puts the levels in the wrong order. (A cation e level lying only a fraction of ζ_d below the top state, where that expansion fails, can instead raise the splitting above the p-only value.) The theorem below says when the order is inverted. Inversion is conditional: to first order it depends on the d weight and on two spin-orbit constants. Close to the threshold, the position of the cation e level can also decide the sign.

**Setting and assumptions**

Take a zinc-blende crystal (point group T_d) at k = 0, with ħ = 1 and spin s = σ/2. The orbitals are orthonormal: three anion p orbitals at energy ε_p, three cation d orbitals t2 (yz, zx, xy) at ε_t, and two cation d orbitals e (x²−y², 3z²−r²) at ε_e. Couplings within one sublattice are absorbed in these energies. A real constant V couples p to t2. Spin-orbit coupling acts on each site as ζ_p l·s and ζ_d L·s, with ζ_p, ζ_d > 0; l is the angular momentum of the p shell and L that of the d shell.

This is a one-electron model. It omits cation p orbitals, self-consistent rearrangement and many-body effects. Define

D = ε_p − ε_t,  G = √(D² + 4V²),  E± = (ε_p + ε_t ± G)/2.

The upper mixed p–t2 level E₊ is the state of interest, with weights w_p + w_d = 1. Its spin-orbit splitting is Δ = E(Γ8) − E(Γ7), where Γ8 is fourfold and Γ7 twofold degenerate.

**Theorem.** Under the map yz → x, zx → y, xy → z, the operator L projected on t2 equals −l. To first order in the spin-orbit constants,

Δ = (3/2)(w_p ζ_p − w_d ζ_d),  w_d = (1 − D/G)/2.  (1)

To this order the splitting is inverted when w_d exceeds

w* = ζ_p/(ζ_p + ζ_d).  (2)

**Lemma 1: where the constants sit in a pseudopotential**

A relativistic norm-conserving pseudopotential has, for each l > 0, two radial potentials: V₊ for j = l + 1/2 and V₋ for j = l − 1/2. They can be written together as V̄ + V^so L·s, with

V^so = 2(V₊ − V₋)/(2l + 1),
V̄ = [(l + 1)V₊ + l V₋]/(2l + 1).

Proof. From 2L·s = j(j+1) − l(l+1) − 3/4, L·s equals l/2 in the first channel and −(l+1)/2 in the second. We therefore need

V̄ + (l/2)V^so = V₊,
V̄ − ((l+1)/2)V^so = V₋.

Subtraction gives (2l+1)V^so/2 = V₊ − V₋, which is the first formula. Inserting it in V̄ = V₊ − (l/2)V^so gives the second. ∎

The constant ζ_l is the expectation value of V^so in the radial orbital. To first order it separates the two atomic levels by (l + 1/2)ζ_l. Averaging the channels, as a scalar-relativistic calculation does, sets ζ_l to zero.

**Lemma 2: the reversed sign**

First, the map is dictated by symmetry. Every operation of T_d permutes x, y, z and changes an even number of signs, so the product xyz is invariant. Since yz = xyz/x, the function yz transforms as 1/x, that is, with the same permutations and signs as x. The same holds for zx and y, and for xy and z.

Now apply L_z = −i(x∂_y − y∂_x). On the p functions,

l_z x = +i y,  l_z y = −i x,  l_z z = 0.

On the t2 functions,

L_z(yz) = −i zx,
L_z(zx) = +i yz,
L_z(xy) = −i(x² − y²).

The last function belongs to e, so projection on t2 removes it. Writing X = yz, Y = zx, Z = xy, and P for the projection on t2, we have

P L_z X = −iY,  P L_z Y = +iX,  P L_z Z = 0.

Each entry is minus the p result. Cyclic permutation of x, y, z gives the other components, so P L P = −l. ∎

The sign is not a matter of phases. The p matrices obey [l_x, l_y] = i l_z. For A = −l the commutator is [A_x, A_y] = i l_z = −i A_z. A unitary change of basis preserves this relation, so it cannot turn A into a set of matrices obeying the usual one. Physically, the orbital moment of a t2 state points opposite to that of the p state with which it shares its symmetry label.

Within e the projected angular momentum vanishes: L_z(x² − y²) = 4i xy lies in t2, and L_z(3z² − r²) = 0. The e space is unchanged by cyclic permutation, so this holds for all three components.

**Lemma 3: splittings of the separate shells**

For l = 1, l·s = [j(j+1) − 2 − 3/4]/2. It is 1/2 for j = 3/2, which is Γ8, and −1 for j = 1/2, which is Γ7. Hence

p shell: Γ8 at +ζ_p/2, Γ7 at −ζ_p, splitting +3ζ_p/2;
t2 shell: Γ8 at −ζ_d/2, Γ7 at +ζ_d, splitting −3ζ_d/2.

The t2 line follows from Lemma 2, because the projected coupling is −ζ_d l·s.

Spin-orbit coupling also connects t2 to e. With spin, the e orbitals form one Γ8 quartet, so they can couple to the Γ8 part of t2 but not to Γ7. The strength g follows from the free d shell. There L·s has eigenvalues 1 (six states) and −3/2 (four states). The Γ7 pair of t2 accounts for two of the six. The remaining eight states are two quartets, with eigenvalues 1 and −3/2. In units of ζ_d they come from the matrix

[[−1/2, g/ζ_d], [g*/ζ_d, 0]].

Its trace is −1/2, as required. Its determinant must be 1·(−3/2), so |g|² = (3/2)ζ_d². ∎

**Lemma 4: why p and t2 mix in a tetrahedron**

Let n be the unit vector from the cation to an anion neighbour. Represent a d orbital by a symmetric traceless matrix Q with Tr Q² = 1, and a p orbital by a unit vector v. A bond with axial symmetry has two independent couplings, V_σ and V_π, so

H(Q, v) = a(n·Q·n)(n·v) + b[n·Q·v − (n·Q·n)(n·v)].

For the σ pair, Q = √(3/2)(nn − 1/3) and v = n. Then n·Q·n = √(2/3) and the bracket vanishes, so a = √(3/2) V_σ. For the π pair, Q = (nu + un)/√2 and v = u with u ⊥ n. Then n·Q·u = 1/√2 and n·v = 0, so b = √2 V_π.

For yz, n·Q·n = √2 n_y n_z. With v along x, n·Q·v = 0, and therefore

H(yz, x) = n_x n_y n_z (√3 V_σ − 2V_π).

The four tetrahedral neighbours lie along (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1), divided by √3. All have n_x n_y n_z = 1/(3√3). At k = 0 they add with equal phases:

V = (4/3)V_σ − [8/(3√3)]V_π.  (3)

The coupling of yz to y is √3 n_y² n_z V_σ + (n_z − 2n_y² n_z)V_π. It sums to zero because n_y² = 1/3 and the n_z cancel; yz with z is the same with y and z exchanged. For e, Q is diagonal, so n·Q·n = Tr Q/3 = 0 on every bond, and the remaining term is proportional to a component of n, which sums to zero. ∎

For six octahedral neighbours the sum vanishes at k = 0: H is odd in n, and each n is accompanied by −n. The mixing at k = 0 thus relies on the missing inversion centre at the cation. Explicit overlap integrals of Gaussian orbitals confirm both sums; the tetrahedral one is −4.126 in their arbitrary normalization.

**Proof of the theorem**

Since V is the same for all three partner orbitals, it conserves the symmetry label. The Hamiltonian separates into

Γ7: [[ε_p − ζ_p, V], [V, ε_t + ζ_d]],

Γ8: [[ε_p + ζ_p/2, V, 0], [V, ε_t − ζ_d/2, g], [0, g*, ε_e]].

Without spin-orbit coupling both contain the p–t2 matrix with eigenvalues E±. For amplitudes c_p, c_d of the upper state, the second row gives V c_p = (E₊ − ε_t)c_d. Since E₊ − ε_t = (G + D)/2 and 4V² = (G − D)(G + D),

w_d/w_p = 4V²/(G + D)² = (G − D)/(G + D).

With w_p + w_d = 1 this gives w_d = (G − D)/(2G), as stated. The first-order shifts are

Γ8: w_p ζ_p/2 − w_d ζ_d/2,
Γ7: −w_p ζ_p + w_d ζ_d.

Their difference is (1). Setting it to zero gives (1 − w_d)ζ_p = w_d ζ_d, hence (2). ∎

Equation (1) can also be written Δ = (3/2)[ζ_p − w_d(ζ_p + ζ_d)]. The d weight acts twice: it dilutes the p contribution and adds one of opposite sign. Dilution alone cannot invert the levels.

**Second-order correction**

Let τ be the sign of V. The upper state is √w_p |p⟩ + τ√w_d |t2⟩, and the lower one is −τ√w_d |p⟩ + √w_p |t2⟩. The spin-orbit matrix element between them is

Γ8: −τ√(w_p w_d)(ζ_p + ζ_d)/2,
Γ7: +τ√(w_p w_d)(ζ_p + ζ_d).

Squaring, dividing by E₊ − E₋ = G and subtracting gives the factor 1/4 − 1 = −3/4. The coupling to e acts on Γ8 alone, with squared element w_d|g|². Together,

Δ₂ = (3/2)w_d ζ_d²/(E₊ − ε_e) − (3/4)w_p w_d(ζ_p + ζ_d)²/G.  (4)

When e lies below E₊ it pushes Γ8 up and so opposes inversion. To test (4), both spin-orbit constants in each of the three cases below were reduced to 4% and then to 2% of their stated values. The error left after (4) fell by a factor close to 8 between the two, as a third-order remainder should.

The expansion needs ζ_p and ζ_d to be small against G, and ζ_d to be small against |E₊ − ε_e|. A limit shows how it fails when the second condition is broken. Let V → 0 with ε_t = ε_e > ε_p. The upper state becomes a free d shell, in which Γ7 and the upper Γ8 both belong to j = 5/2 and are degenerate. The true Δ is then zero, whereas (1) would give −3ζ_d/2.

**Corollary: when inversion sets in**

Suppose D > 0, so that d lies below p. As |V| grows from zero, w_d rises from 0 towards 1/2. If ζ_d ≤ ζ_p, then w* ≥ 1/2 is not reached and (1) gives no inversion. If ζ_d > ζ_p, use 1 − 2w_d = D/G. At w_d = w*,

D/G = (ζ_d − ζ_p)/(ζ_d + ζ_p).

Then 4V² = G² − D² = 4D² ζ_p ζ_d/(ζ_d − ζ_p)², so the threshold is

V* = D√(ζ_p ζ_d)/(ζ_d − ζ_p).  (5)

If D ≤ 0, V ≠ 0 and ζ_d > ζ_p, then w_d ≥ 1/2 > w*, and (1) gives inversion at any coupling for which first order is valid.

Free-atom levels suggest how the two regimes relate to real compounds. The zinc 3d level lies below oxygen 2p, but oxygen is light, so ζ_p is small beside ζ_d and w* is small: a modest d admixture can suffice. The copper 3d level lies above chlorine 3p, which in this model favours a large d weight in CuCl. The model gives the criterion; the sign in either material needs its own weights and constants. The result is sensitive to the level positions, since

dw_d/dD = −2V²/G³.

For d below p, a method that places the d level too high makes D too small and overestimates the d weight. It can thereby predict an inversion that better level positions would remove.

**Proposition: what is lost when d is frozen**

Eliminate the d amplitudes from the two blocks. For Γ7, the second row gives c_d = V c_p/(E − ε_t − ζ_d). For Γ8, first eliminate e through c_e = g* c_d/(E − ε_e). The first rows become

Γ7: E = ε_p − ζ_p + V²/(E − ε_t − ζ_d),

Γ8: E = ε_p + ζ_p/2 + V²/[E − ε_t + ζ_d/2 − (3/2)ζ_d²/(E − ε_e)].

For V ≠ 0 these equations are equivalent to the full problem for states with p amplitude, with one accidental exception: if ε_e = ε_p + ζ_p/2, a Γ8 quartet lies exactly at E = ε_e, where the elimination of e divides by zero. To first order in ζ_d they describe a p shell with the energy-dependent constant

ζ_eff(E) = ζ_p − ζ_d V²/(E − ε_t)².  (6)

To recover (1), put E = E₊ + δ and r = V²/(E₊ − ε_t)² = w_d/w_p. The spin-independent term V²/(E − ε_t) changes by −rδ, so

δ(1 + r) = (ζ_p − r ζ_d) l·s.

Because 1/(1 + r) = w_p, this is δ = (w_p ζ_p − w_d ζ_d) l·s, and the two values of l·s differ by 3/2. ∎

Equation (6) makes precise the sense in which d is required in the valence. The second term contains V and E − ε_t, which belong to the crystal and not to either ion. A frozen d shell has no amplitude to mix, so the term is absent and the splitting is 3ζ_p/2. One could refit ζ_eff to imitate a given solid, but the fit would change with bond length or compound. Within this model, a description that transfers needs the d orbitals as valence states and also the j-dependence of their potential. The argument concerns mixing with the d shell itself; it does not treat the residual d channel that a d-in-core pseudopotential may keep.

**Worked example**

The parameters are round model values, not those of a material. Cases A and B share the same ions: ε_p = 0, ε_t = ε_e = −5 eV, ζ_p = 20 meV, ζ_d = 100 meV. They differ in V, which is 2.0 eV in A and 3.5 eV in B. The critical weight is w* = 20/120 = 0.167.

Case A:
G = √(25 + 16) = 6.403 eV,
w_d = (1 − 5/6.403)/2 = 0.1096,
Δ = 1.5(0.8904·20 − 0.1096·100) = 10.3 meV.

Case B:
G = √(25 + 49) = 8.602 eV,
w_d = (1 − 5/8.602)/2 = 0.2094,
Δ = 1.5(0.7906·20 − 0.2094·100) = −7.7 meV.

Diagonalizing all 16 states gives 10.4 and −7.4 meV. Freezing d gives 30 meV in both cases: nearly three times too large in A, and of the wrong sign in B. Equation (5) puts the threshold at V* = 5√(20·100)/80 = 2.80 eV; the full Hamiltonian gives 2.81 eV.

Case B also separates the causes. With ζ_d = 0 but the mixing kept, Δ is 23.7 meV, which is dilution alone. This is what remains if d is in the valence but its potential is averaged over j. With V = 0 it is 30 meV. If the t2 shell is given +l instead of −l, with its coupling to e dropped, Δ becomes 55 meV. The inversion thus needs the mixing, the d spin-orbit coupling and the reversed sign together. A p-only constant fitted to A, 6.9 meV, predicts +10.4 meV for B and misses the sign.

Case C has d above p: ε_p = 0, ε_t = ε_e = 1 eV, V = 1 eV, ζ_p = 60 meV, ζ_d = 100 meV. Here D = −1 eV and G = √5 = 2.24 eV, so w_d = 0.724 against w* = 60/160 = 0.375. The first-order result is

Δ = 1.5(0.276·60 − 0.724·100) ≈ −84 meV.

The e level lies just 0.62 eV below E₊. By (4) it contributes +17.6 meV, about 21% of the first-order magnitude, while the lower mixed level contributes −1.7 meV. The sum is −67.8 meV, and full diagonalization gives the same at this precision. That closeness is partly accidental: the third-order term is about +0.5 meV, and higher orders nearly cancel it. Freezing d would give +90 meV.

**Remark: the level order in wurtzite**

ZnO usually crystallizes in the wurtzite structure, where an axial field splits the p-like triplet. In the quasi-cubic approximation, the upper triplet keeps its isotropic spin-orbit term and gains a field Δ_cr:

H = Δ_cr l_z² + (2/3)Δ l·s.

The state with l_z = 1 and spin up is Γ9, at E₉ = Δ_cr + Δ/3. The states (l_z = 1, spin down) and (l_z = 0, spin up) give the two Γ7 levels E_a, E_b through

M = [[Δ_cr − Δ/3, √2Δ/3], [√2Δ/3, 0]].

Evaluating the determinant of E₉ − M,

(E₉ − E_a)(E₉ − E_b) = (2Δ/3)(Δ_cr + Δ/3) − 2Δ²/9 = (2/3)Δ_cr Δ.

For Δ_cr > 0 and Δ < 0 the product is negative, so Γ9 lies between the two Γ7 levels. For Δ_cr > 0 and Δ > 0 the product is positive, and 2E₉ − E_a − E_b = Δ_cr + Δ > 0, so Γ9 lies on top.

With Δ_cr = 40 meV, the splitting of case B gives Γ7, Γ9, Γ7 at 42.8, 37.5 and −0.3 meV from the top down. That of case A gives Γ9, Γ7, Γ7 at 43.46, 37.18 and −0.65 meV. A negative Δ therefore appears in wurtzite as a Γ7 level at the valence-band top. The converse holds only for Δ_cr > 0. For Δ_cr < 0 and Δ > 0 the product is again negative and the order is also Γ7, Γ9, Γ7, so a Γ7 top indicates Δ < 0 only when the sign of Δ_cr is known. The remaining values are in the numerical output.

Numbers as computed

```
L.s eigenvalues, p shell (Gamma8, Gamma7): 0.5, -1.0
L.s eigenvalues, t2 shell (Gamma8, Gamma7): -0.5, 1.0
Gaussian test overlaps sigma, pi: -0.58027, 2.17762
t2-p sum, 4 tetrahedral neighbours: -4.12637
largest |d-p sum|, 6 octahedral neighbours: 0.00000
Case A: eps_p, eps_t, eps_e, V = 0.0, -5.0, -5.0, 2.0 eV
  zeta_p, zeta_d = 20, 100 meV
  d weight 0.1096, critical weight 0.1667
  upper level without spin-orbit 0.7016 eV
  first-order Delta 10.28 meV
  second order: e level 0.29, lower mixed level -0.16 meV
  Delta through second order 10.40 meV
  Delta, full diagonalization 10.39 meV
  Delta with d frozen in the core 30.00 meV
Case B: eps_p, eps_t, eps_e, V = 0.0, -5.0, -5.0, 3.5 eV
  zeta_p, zeta_d = 20, 100 meV
  d weight 0.2094, critical weight 0.1667
  upper level without spin-orbit 1.8012 eV
  first-order Delta -7.69 meV
  second order: e level 0.46, lower mixed level -0.21 meV
  Delta through second order -7.43 meV
  Delta, full diagonalization -7.44 meV
  Delta with d frozen in the core 30.00 meV
Case C: eps_p, eps_t, eps_e, V = 0.0, 1.0, 1.0, 1.0 eV
  zeta_p, zeta_d = 60, 100 meV
  d weight 0.7236, critical weight 0.3750
  upper level without spin-orbit 1.6180 eV
  first-order Delta -83.67 meV
  second order: e level 17.56, lower mixed level -1.72 meV
  Delta through second order -67.82 meV
  Delta, full diagonalization -67.76 meV
  Delta with d frozen in the core 90.00 meV
Case B with zeta_d = 0: Delta 23.71 meV
Case B with V = 0: Delta 30.00 meV
Case B with +l in place of -l, no e coupling: Delta 55.03 meV
Inversion threshold V: first order 2.795 eV, full 2.811 eV
p-only constant fitted to case A: 6.93 meV
  it predicts for B 10.39 meV, true value -7.44 meV
Wurtzite crystal-field splitting: 40 meV
  Delta of B: Gamma9 37.52, Gamma7 42.77 and -0.29 meV
  Delta of A: Gamma9 43.46, Gamma7 37.18 and -0.65 meV
```
